# Spin–orbit and scalar relativistic effects on proton shielding in hydrogen halides, part 1

(Sections cited here and not found follow in the second part.)

**Definitions and conventions**

Atomic units are used, so the electron has charge $-1$ and mass 1, and $c=1/\alpha=137.036$. A molecule HX lies along $z$, with the halogen X at the origin $O$ and the proton at $\mathbf R$, and $\mathbf r_H=\mathbf r-\mathbf R$. The uniform field $\mathbf B$ and the proton moment $\mathbf m$ enter through $\boldsymbol\pi=\mathbf p+\mathbf A_B+\mathbf A_m$, with

$$\mathbf A_B=\tfrac12\mathbf B\times\mathbf r,\qquad \mathbf A_m=\alpha^2\,\frac{\mathbf m\times\mathbf r_H}{r_H^3}.$$

The shielding is the mixed derivative of the electronic energy, $\sigma_{kk}=\partial^2E/\partial B_k\partial m_k$ at zero field. It is quoted in ppm, with $\alpha^2\times10^6=53.2514$ ppm. For a linear molecule $\sigma_{\rm iso}=(2\sigma_\perp+\sigma_\parallel)/3$. The shift relative to HF is $\delta=\sigma({\rm HF})-\sigma({\rm HX})$. The Pauli matrices $\boldsymbol\sigma=(\sigma_x,\sigma_y,\sigma_z)$ carry a single index and obey $\sigma_a\sigma_b=\delta_{ab}+i\epsilon_{abk}\sigma_k$.

The one-electron Dirac equation is $V\psi_L+c\,\boldsymbol\sigma\!\cdot\!\boldsymbol\pi\,\psi_S=\varepsilon\psi_L$ and $c\,\boldsymbol\sigma\!\cdot\!\boldsymbol\pi\,\psi_L+(V-2c^2)\psi_S=\varepsilon\psi_S$, where $V$ is the attraction to point nuclei. The large component is expanded in an orthonormal basis $\chi_\mu$ and the small component in $\phi_\mu=\boldsymbol\sigma\!\cdot\!\boldsymbol\pi_B\chi_\mu/2c$, with $\boldsymbol\pi_B=\mathbf p+\mathbf A_B$. Define

$$T=\tfrac12(\boldsymbol\sigma\!\cdot\!\boldsymbol\pi_B)^2,\qquad W=\boldsymbol\sigma\!\cdot\!\boldsymbol\pi_B\,V\,\boldsymbol\sigma\!\cdot\!\boldsymbol\pi_B,\qquad Y=\tfrac12\,\boldsymbol\sigma\!\cdot\!\mathbf A_m\;\boldsymbol\sigma\!\cdot\!\boldsymbol\pi_B .$$

The blocks then follow by substitution. $\langle\chi|c\,\boldsymbol\sigma\!\cdot\!\boldsymbol\pi|\phi\rangle=T+Y$ because $\boldsymbol\pi=\boldsymbol\pi_B+\mathbf A_m$. The small metric is $\langle\phi|\phi\rangle=2T/4c^2=T/2c^2$, and $\langle\phi|V-2c^2|\phi\rangle=W/4c^2-T$. Hence

$$\begin{pmatrix}V&T+Y\\ T+Y^\dagger&W/4c^2-T\end{pmatrix}\begin{pmatrix}C_L\\ C_S\end{pmatrix}=\begin{pmatrix}1&0\\0&T/2c^2\end{pmatrix}\begin{pmatrix}C_L\\ C_S\end{pmatrix}\varepsilon .$$

From the positive-energy solutions one forms $Q=(C_LC_L^\dagger)^{-1/2}C_L$, which satisfies $QQ^\dagger=1$, and $h_+=Q\varepsilon Q^\dagger$. This is the one-electron exact two-component (X2C) Hamiltonian, and it has the positive-energy Dirac spectrum because $Q$ is unitary. Its field expansion $h_+=h^0+B\,h^B+m\,h^m+Bm\,h^{Bm}+\dots$ defines the perturbation operators.

Three levels are compared, each with the ordinary Coulomb repulsion. The two-component level (2c) keeps everything in $h_+$. The scalar relativistic level (SR) keeps only the $\delta_{ab}$ part of $\sigma_a\sigma_b$ in $T$, $W$ and $Y$ before decoupling, so it includes the scalar corrections to $h^B$, $h^m$ and $h^{Bm}$ as well as to $h^0$. The nonrelativistic level (NR) is $c\to\infty$ at fixed $\mathbf A_m$. At fixed geometry $\Delta_{\rm SR}=\sigma_{\rm SR}-\sigma_{\rm NR}$ and $\Delta_{\rm SO}=\sigma_{\rm 2c}-\sigma_{\rm SR}$. The belief under examination is that $\Delta_{\rm SO}$ may be neglected for a proton bound to a heavy atom.

**The operators at leading order**

As $c\to\infty$ the lower row becomes $(T+Y^\dagger)C_L-TC_S=0$, so $C_S=T^{-1}(T+Y^\dagger)C_L$. The upper row then gives $h=V+(T+Y)T^{-1}(T+Y^\dagger)=V+T+Y+Y^\dagger+O(m^2)$.

For any $\mathbf A$, $(\mathbf p\times\mathbf A+\mathbf A\times\mathbf p)\psi=-i(\nabla\times\mathbf A)\psi$, since the terms with a derivative on $\psi$ cancel. The Pauli product then gives $(\boldsymbol\sigma\!\cdot\!\boldsymbol\pi_B)^2=\pi_B^2+\boldsymbol\sigma\!\cdot\!\mathbf B$. With $\mathbf A_B\!\cdot\!\mathbf p=\tfrac12\mathbf B\!\cdot\!\mathbf L$ and $\nabla\!\cdot\!\mathbf A_B=0$,

$$T=\tfrac12p^2+\tfrac12\mathbf B\!\cdot\!\mathbf L+\tfrac12\mathbf B\!\cdot\!\boldsymbol\sigma+O(B^2).$$

In $Y+Y^\dagger$ the products $\mathbf A_m\times\mathbf A_B$ and $\mathbf A_B\times\mathbf A_m$ cancel and $\nabla\!\cdot\!\mathbf A_m=0$, which leaves $\mathbf A_m\!\cdot\!\mathbf p+\mathbf A_m\!\cdot\!\mathbf A_B+\tfrac12\boldsymbol\sigma\!\cdot\!(\nabla\times\mathbf A_m)$. The first term is the paramagnetic spin–orbit (PSO) operator $\alpha^2\mathbf m\!\cdot\!(\mathbf r_H\times\mathbf p)/r_H^3$, which is an orbital operator for the electron. The second, by $(\mathbf a\times\mathbf b)\!\cdot\!(\mathbf c\times\mathbf d)=(\mathbf a\!\cdot\!\mathbf c)(\mathbf b\!\cdot\!\mathbf d)-(\mathbf a\!\cdot\!\mathbf d)(\mathbf b\!\cdot\!\mathbf c)$, gives the diamagnetic operator

$$h^{Bm}_{kk}=\frac{\alpha^2}{2}\,\frac{\mathbf r\!\cdot\!\mathbf r_H-r_k\,r_{H,k}}{r_H^3}.$$

For the third term, $\mathbf m\times\mathbf r_H/r_H^3=-\mathbf m\times\nabla(1/r_H)=\nabla\times(\mathbf m/r_H)$. Its curl is $\nabla(\mathbf m\!\cdot\!\nabla)(1/r_H)-\mathbf m\nabla^2(1/r_H)$. Insert $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$ and $\partial_i\partial_j(1/r)=(3\hat r_i\hat r_j-\delta_{ij})/r^3-\tfrac{4\pi}{3}\delta_{ij}\delta(\mathbf r)$, whose contact coefficient is fixed by requiring the trace to be $-4\pi\delta$. The contact terms sum to $4\pi-\tfrac{4\pi}3=\tfrac{8\pi}3$, and the factor $\tfrac12$ gives the Fermi contact (FC) and spin-dipolar (SD) operators:

$$h_{\rm FC}=\frac{4\pi}{3}\alpha^2\,\boldsymbol\sigma\!\cdot\!\mathbf m\,\delta(\mathbf r_H),\qquad h_{\rm SD}=\frac{\alpha^2}{2}\,\frac{3(\boldsymbol\sigma\!\cdot\!\hat{\mathbf r}_H)(\mathbf m\!\cdot\!\hat{\mathbf r}_H)-\boldsymbol\sigma\!\cdot\!\mathbf m}{r_H^3}.$$

At zero field $C_S=C_L$ to leading order, the metric correction $T/2c^2$ is spin-free, and spin enters only through $W/4c^2$. Its spin part is $i\sigma_k\epsilon_{abk}\,p_aVp_b=i\sigma_k\epsilon_{abk}(-i\partial_aV)p_b$, because $\epsilon_{abk}p_ap_b=0$. Therefore $h_{\rm SO}=\tfrac{\alpha^2}{4}\boldsymbol\sigma\!\cdot\!(\nabla V\times\mathbf p)$, which for $V=-Z/r$ is $Z\alpha^2\,\boldsymbol\sigma\!\cdot\!\mathbf L/4r^3$. For HF the π splitting from the X2C matrix is 0.9973 times that from this Breit–Pauli form.

**The counter-example: HI**

The calculation is Hartree–Fock with small uncontracted even-tempered Gaussian bases (86 functions for HI) and bond lengths fixed as model inputs: 0.92, 1.27, 1.41 and 1.61 angstrom for HF, HCl, HBr and HI. The two-electron spin–orbit interaction is imitated by screened-nuclear (Boettger) factors: the field-free matrix $h^0_{\rm 2c}-h^0_{\rm SR}$ is multiplied by $1-\sqrt{Q_\mu Q_\nu/Z_\mu Z_\nu}$, with $Q=0,2,10$ for $s,p,d$ functions, lowered to the largest of these values below the nuclear charge $Z$. The screened matrix is called $h_{\rm SO}$ below.

The basis $\chi$ does not depend on the fields and the energy is stationary in the density matrix $D$, so $\partial E/\partial m={\rm tr}(Dh^m)+B\,{\rm tr}(Dh^{Bm})$. Differentiating with respect to $B$,

$$\sigma={\rm tr}(D^0h^{Bm})+{\rm tr}(D^Bh^m),\qquad D^B=\partial D/\partial B .$$

At the scalar levels $h^B=ib$ with $b$ real and antisymmetric. Let each occupied orbital $i$ acquire $iB\,u_{ai}$ times virtual orbital $a$. The closed-shell density changes by $iBp$, with $p_{ai}=2u_{ai}=-p_{ia}$. An antisymmetric $p$ gives no Coulomb potential, so the Fock matrix changes by $iB(b-\tfrac12K[p])$, with $K[p]_{pq}=\sum_{rs}(pr|sq)p_{rs}$. First-order perturbation theory, $iu_{ai}=-i(b-\tfrac12K[p])_{ai}/\Delta_{ai}$ with $\Delta_{ai}=\varepsilon_a-\varepsilon_i$, gives $\Delta_{ai}u_{ai}-\tfrac12K[p]_{ai}=-b_{ai}$, which is solved for all electrons.

At the two-component level the generalized Hartree–Fock (GHF) equations are solved in a finite field $B=0.002$ au. Time reversal makes ${\rm tr}(Dh^m)$ odd in $B$, so ${\rm tr}(D^Bh^m)={\rm tr}[D(B)h^m]/B+O(B^2)$. One-electron terms act on all orbitals, while the two-electron response is restricted to orbitals between $-4$ and $500$ hartree (56 for HI). $\Delta_{\rm SO}$ is the difference from the same finite-field run with $h_{\rm SO}$ removed and scalar orbital operators, so that the error of the restriction in the scalar part largely cancels; its effect on the spin–orbit response does not cancel. The inner shells are also polarized by $h_{\rm SO}$ and act back on the valence shell through exchange. For HI the perpendicular contact term linear in $h_{\rm SO}$ is 27.1 ppm with the restricted response and 29.6 ppm when all electrons respond, so the restriction lowers it by about 8%. The isotropic $\Delta_{\rm SO}$ of HI quoted below is therefore probably low by roughly 1.5 ppm, and its later digits only document the run. That reference run reproduces the all-electron scalar values for HI to 0.01 ppm (18.82 against 18.83 ppm perpendicular, 51.78 ppm parallel in both).

For HI the nonrelativistic shielding is $(2\times18.68+52.41)/3=29.92$ ppm. The scalar one is $(2\times18.83+51.78)/3$, which is 29.82 ppm from unrounded components. The scalar changes are $+0.15$ ppm perpendicular and $-0.63$ ppm parallel, so $\Delta_{\rm SR}=(2\times0.15-0.63)/3=-0.11$ ppm. The spin–orbit changes are $+24.63$ and $-2.68$ ppm, so $\Delta_{\rm SO}=(2\times24.63-2.68)/3=15.53$ ppm and $\sigma_{\rm 2c}=29.82+15.53=45.35$ ppm.

Of the 15.53 ppm, the FC operator supplies 14.90, SD supplies 0.49 and all other terms 0.14 ppm, a contact share of $14.90/15.53=0.96$. The contact term is a spin density at the proton. The field induces $\partial\langle\sigma_x\delta(\mathbf r_H)\rangle/\partial B_x=0.10705$ au, and $\tfrac{4\pi}{3}\times53.2514=223.06$ ppm per au, so the perpendicular contact shielding is $223.06\times0.10705=23.88$ ppm. The sign is that of shielding because the electron moment is $-\boldsymbol\sigma/2$, so that a positive $\langle\sigma_x\delta\rangle$ is a magnetization at the proton opposed to the applied field.

For HF the three levels give 27.13, 27.14 and 27.28 ppm. The shift of HI relative to HF is $-2.8$ ppm (NR), $-2.7$ ppm (SR) and $-18.1$ ppm (2c). The scalar treatment misses $18.06-2.67=15.4$ ppm of the two-component shift, which is $\Delta_{\rm SO}({\rm HI})-\Delta_{\rm SO}({\rm HF})$. The NR and SR shifts themselves are differences of absolute shieldings and are about the size of the gauge-origin residue found below for HF, so the fraction $2.67/18.06$ that the scalar treatment recovers shows only that it is small and is not a determined value. The SR and NR shifts of HI differ from each other by 0.1 ppm. The series runs as follows, with shieldings in ppm and the fixed-Fock π spin–orbit splitting in eV.

| | $\sigma_{\rm NR}$ | $\Delta_{\rm SR}$ | $\Delta_{\rm SO}$ | π splitting |
|---|---|---|---|---|
| HF | 27.1 | 0.01 | 0.14 | 0.035 |
| HCl | 29.4 | 0.02 | 0.84 | 0.069 |
| HBr | 29.4 | 0.00 | 4.8 | 0.27 |
| HI | 29.9 | −0.11 | 15.5 | 0.55 |

The values carry basis errors larger than the digits shown. A denser basis (exponent ratio 2.9, one $f$ function on the halogen, three $p$ functions on H; 106 functions for HI), itself not shown to be converged, moves $\sigma_{\rm NR}$ from 27.13 to 27.51 ppm for HF and from 29.92 to 30.53 ppm for HI, the NR shift of HI from $-2.8$ to $-3.0$ ppm, and $\Delta_{\rm SR}({\rm HI})$ from $-0.11$ to $-0.13$ ppm (perpendicular part $+0.15$ to $+0.11$ ppm). It moves the all-electron perpendicular contact term linear in $h_{\rm SO}$ only from 29.6 to 29.4 ppm. At the nonrelativistic level, moving the gauge origin from F to H in HF changes the diamagnetic term by 92.20 ppm and the total by 2.67 ppm, a residue of 2.9% of the diamagnetic change that would vanish in a complete basis. This figure does not carry over to the heavier molecules. In HI the same move leaves a far larger residue in this basis, 176 ppm of a 309 ppm diamagnetic change, so all values quoted, $\Delta_{\rm SR}$ included, refer to the origin at the halogen, and their basis error is not bounded by the HF test. Correlation is absent. The printed ratios $\Delta_{\rm SO}/|\Delta_{\rm SR}|$ of 1656 for HBr and 144 for HI have denominators that result from cancellation between components, and only their being large has meaning. A comparison free of that cancellation sets the largest scalar component change in HI, 0.63 ppm, against 24.6 ppm. For HF and HCl the neglected term is below 1 ppm, although in HCl it still moves the shift from $-2.3$ to $-3.0$ ppm.

**The general statement**

Let $H_0$ be any spin-free Hamiltonian, with scalar relativity to any order, whose ground state $|0\rangle$ is a nondegenerate singlet.

(a) The FC and SD operators contribute exactly zero to the shielding, whether or not the spin Zeeman term $\tfrac12\mathbf B\!\cdot\!\boldsymbol\sigma$ is kept.

(b) They first contribute through spin-dependent terms of relative order $\alpha^2$, the same formal order as the scalar corrections. These are a third-order term linear in $h_{\rm SO}$ and a second-order term from spin-dependent corrections to the Zeeman operator. For independent electrons the third-order term is

$$\sigma^{(3)}=\sum_{\rm perm}\Bigg[\sum_{iab}\frac{X_{ia}Y_{ab}Z_{bi}}{\Delta_{ai}\Delta_{bi}}-\sum_{ija}\frac{X_{ia}Y_{aj}Z_{ji}}{\Delta_{ai}\Delta_{aj}}\Bigg],$$

where $(X,Y,Z)$ now runs over the six orderings of $h^B$, $h_{\rm SO}$ and $h^m$, and the indices label spin orbitals.

For HI in this model, spin–orbit coupling changes the isotropic proton shielding by about 15.5 ppm and scalar relativity by only about −0.1 ppm, so the spin–orbit term cannot be neglected there. Parts (a) and (b) of the general statement have been stated but not yet proved; part (c), the three proofs, a limiting case for the scalar term, the limits of validity and the printed numbers remain.
